Athermal recombination and the displacement count: joining, plateau and limits, part 1

(Sections cited here and not found follow in the second part.)

## The displacement function and its two ends

If every energetic recoil in a metal is credited with the standard number of displaced atoms, large collision cascades are credited with damage that has already healed by the time they cool. If the standard number is instead multiplied everywhere by one survival fraction, say 0.15, the error moves to the other end of the energy scale: a recoil that can displace just one atom is credited with 0.15 of an atom. A usable damage function must give one displaced atom near the threshold and a reduced, nearly proportional count in large cascades. The athermal-recombination-corrected function does this with two parameters. It joins the one-atom range continuously, and its ratio to the standard count tends to a constant as the damage energy grows without bound.

A displaced atom here means a vacancy together with the atom that has left it and become an interstitial. Athermal recombination is the return of such atoms to vacancies while the cascade is still disordered and hot from the collision itself. It does not include the later, thermally activated migration of defects at the temperature of the sample. The independent variable is the damage energy T, the part of a recoil's kinetic energy that goes into atomic motion and not into electrons. The threshold energy E_d is the energy needed to make one stable displacement, averaged over the directions of the crystal.

The standard count rests on a simple model of energy sharing. Suppose that an atom of energy T strikes an equal atom at rest, that every transferred energy t between 0 and T is equally likely, and that the energy spent on breaking the struck atom loose can be neglected in the sharing. Let K(T) be the mean number of displaced atoms, with the moving atom itself included. After the collision the two atoms have energies t and T − t. For T ≥ 2E_d at least one of them keeps E_d or more, and the counts add:

K(T) = (1/T) ∫₀ᵀ [K(t) + K(T − t)] dt = (2/T) ∫₀ᵀ K(t) dt.

The two terms are equal because replacing t by T − t maps one integral onto the other. Below E_d nothing is displaced, so K = 0. Between E_d and 2E_d at most one atom can leave with more than E_d. If the struck atom leaves, the incoming atom has too little energy to go on and takes the vacant site. If the struck atom stays, the incoming atom remains the only displaced one. In both cases the count is one, so K = 1 in this range. For T > 2E_d the known ranges contribute E_d to the integral, and

T K(T) = 2E_d + 2 ∫ K(t) dt, with t running from 2E_d to T.

Differentiation gives K + T dK/dT = 2K, hence T dK/dT = K, and K is proportional to T. At T = 2E_d the integral equation itself gives K = 2E_d/(2E_d) = 1. The constant of proportionality is therefore 1/(2E_d), and K = T/(2E_d).

Real atoms do not scatter like hard spheres. The standard count, also called the NRT count, allows for this with a conventional factor 0.8, which is taken here as part of its definition. It is convenient to introduce the joining energy and a dimensionless damage energy,

L = 2E_d/0.8 = 2.5 E_d,  x = T/L.

The standard count S is then

S = 0 for T < E_d,
S = 1 for E_d ≤ T < L,
S = x for T ≥ L.

The last line is 0.8T/(2E_d) written in the new variable. It equals 1 at x = 1, so S is continuous there. The jump from 0 to 1 at E_d is a feature of the sharp-threshold model, and the correction below leaves it in place.

Let ξ(T) be the fraction of the standard count that survives athermal recombination, for T ≥ L. The corrected count N is

N = S for T < L,
N = x ξ(T) for T ≥ L.

Two physical ideas fix the form of ξ. The first concerns very energetic recoils. Such a recoil does not make one ever larger disordered region. It makes several separate regions, or subcascades. If a recoil of energy T makes m subcascades of typical energy T_s, with m proportional to T, and each leaves the same mean number of defects, then the total is proportional to T. So is the standard count, and their ratio is constant. Call this plateau c, with 0 < c < 1. The argument explains why a plateau is reasonable but does not give its value.

The second idea concerns the approach to the plateau. Let u = ξ − c be the excess survival. The model assumes that u has no energy scale of its own: raising T by a factor q changes u by a factor G(q) that depends on q and not on the starting energy,

u(qT) = G(q) u(T).

Differentiate with respect to q and then set q = 1. The left side becomes T du/dT and the right side becomes G′(1)u. Writing b for the constant G′(1), and using the fact that c does not vary with T,

T dξ/dT = b(ξ − c).

The exponent b must be negative if the excess is to shrink. This equation is an assumption about cascades put into mathematical form, not a consequence of collision mechanics. It can be tested against any set of survival fractions. If ξ₁, ξ₂ and ξ₃ belong to energies T, qT and q²T, the rule requires

(ξ₂ − c)² = (ξ₁ − c)(ξ₃ − c).

Multiplying out, the terms c² cancel, and

c = (ξ₁ξ₃ − ξ₂²)/(ξ₁ + ξ₃ − 2ξ₂).

Survival fractions from simulated cascades would contradict the single power law if different triples gave values of c that differed by more than their statistical error. That error can be large even for precise data when the three energies lie close together, because the numerator and the denominator are then both small differences.

To solve the equation, separate the variables:

dξ/(ξ − c) = b dT/T.

Integration from L to T gives

ln{[ξ(T) − c]/[ξ(L) − c]} = b ln(T/L),

and therefore

ξ(T) = c + [ξ(L) − c] x^b.

The remaining constant follows from the joint. Just below L the count is 1. At L the upper branch gives N = 1·ξ(L). Continuity thus requires ξ(L) = 1, and

ξ(T) = c + (1 − c)x^b,
N = c x + (1 − c)x^(1+b) for x ≥ 1.

In terms of the original energies the coefficient of T^b is (1 − c)/(2E_d/0.8)^b. This prefactor is not a third fitting parameter. It is fixed by the demand for one displaced atom at the joining energy. At x = 1 the two terms of N are c and 1 − c, and their sum is 1 for every b.

Continuity of the count does not mean continuity of its slope. For x > 1,

dN/dx = c + (1 − c)(1 + b)x^b.

As x approaches 1 from above this becomes

c + (1 − c)(1 + b) = c + (1 − c) + b(1 − c) = 1 + b(1 − c).

Below the joint the slope is zero, so the function has a kink unless b = −1/(1 − c). The standard count also has a kink there, with upper slope 1. Since b is negative, athermal recombination makes the kink weaker as long as the new slope remains between 0 and 1. For b = −0.5 and c = 0.15 the slope is 1 − 0.5·0.85 = 0.575 atoms per interval L.

The slope also decides whether a more energetic recoil could be credited with less damage. If −1 ≤ b < 0, both terms of dN/dx are non-negative and the first is positive, so N increases. If b < −1, the second term is negative. Its size is greatest at x = 1, because x^b falls as x rises. The second derivative confirms this:

d²N/dx² = (1 − c)b(1 + b)x^(b−1).

For b < −1 both b and 1 + b are negative, their product is positive, and the slope rises with x. Its smallest value is the one at the joint. The count therefore never decreases above L if, and only if,

1 + b(1 − c) ≥ 0,  that is  b ≥ −1/(1 − c).

The inequality keeps its direction because 1 − c is positive. With c = 0.15 the lowest allowed exponent is −1.176. A direct scan of N from x = 1 to x = 1000, for c = 0.15, 0.5 and 0.8, found no decrease when b was 5 % smaller in magnitude than this boundary and a decrease when it was 5 % larger.

When the condition is violated, N first dips below 1. The bottom of the dip is where dN/dx = 0:

c = (1 − c)(−1 − b)x^b,
x_min = [(1 − c)(−1 − b)/c]^(−1/b).

Beyond x_min the proportional term wins and the count rises again. Such a dip follows from the chosen parameters and the sharp joint. It would need separate evidence before being read as a property of a metal. A fit made only to high-energy cascades can produce it unnoticed, so the inequality is a useful condition on fitted parameters.

For −1 < b < 0 the second derivative is negative. The slope then falls steadily from 1 + b(1 − c) towards c: each further unit of damage energy adds fewer surviving defects than the one before, but never fewer than c per interval L.

The high-energy result follows by dividing N by S = x:

N/S = ξ = c + (1 − c)x^b.

Because b < 0, x^b tends to zero as x grows, and

N/S → c as T → ∞.

The ratio approaches c from above, since (1 − c)x^b is positive at every finite energy above L. Between E_d and L the ratio is 1. Every recoil of finite damage energy that reaches the threshold is therefore credited with more than the plateau fraction in this model.

Convergence of a ratio is weaker than convergence of the counts themselves. The difference from the proportional line cS is

N − cS = (1 − c)x^(1+b).

If −1 < b < 0, this difference grows without bound, even though it becomes negligible compared with S. If b = −1, it stays at 1 − c. If b < −1, it tends to zero. For b = −0.5 the difference grows as the square root of the damage energy. It would then be wrong to say that the corrected count approaches the line cS, although it is right to say that it approaches the fraction c of the standard count.

The energy needed to come close to the plateau can be large. Let δ be the relative excess of the ratio over c:

δ = ξ/c − 1 = [(1 − c)/c]x^b.

Solving for x^b gives x^b = cδ/(1 − c). Raising both sides to the power 1/b, and using the negative sign of b to invert the fraction,

T_δ = L[(1 − c)/(cδ)]^(−1/b).

This holds for δ no larger than (1 − c)/c, the excess at the joint. With E_d = 60 eV, L is 150 eV. For b = −0.5 the exponent −1/b is 2, and a 10 % excess remains at

T = 150 eV·[0.85/(0.15·0.10)]² = 482 keV.

Reducing the excess tenfold raises the required energy a hundredfold, so a 1 % excess remains at 48.2 MeV. The plateau is a limit of the formula, and an application must check how far its own recoils are from it. These energies belong to the power law, not to a metal. The subcascade argument alone would make the ratio constant above the subcascade energy, which the formula does not contain. The formula also allows only a falling ξ, whereas simulated cascades in heavy metals such as tungsten have shown the survival fraction rising again above some tens of keV.

The same parameters show the transition. At 300 eV the standard count is 2 and the corrected count is 1.50, a ratio of 0.75. At 1 keV the ratio is 0.48, at 10 keV it is 0.25, and at 100 keV it is 0.18. The last value is still about a fifth above c. Non-integer counts are averages over many recoils and directions. A single cascade leaves a whole number of defects, and this function says nothing about the scatter from one cascade to the next.

The parameters also have different ranges of influence. At fixed x > 1 and fixed c,

∂N/∂b = (1 − c)x^(1+b) ln x,

which is positive: a less negative exponent means slower loss of survival and a larger count. At fixed x and b,

∂N/∂c = x − x^(1+b) = x(1 − x^b),

which vanishes at the joint and whose ratio to x tends to 1 at high energy. Data near L therefore say little about c, while data so far above L that x^b is small constrain it strongly. Near L the exponent is also poorly determined, because ln x vanishes there. This is the price of the exact joint: whatever the parameters, the function passes through one atom at L.

The corrected count now joins the one-atom range continuously at L, and its ratio to the standard count falls towards the plateau c, though only slowly for the example parameters. It remains to apply it to a rhenium film struck by arsenic ions, and to see how electronic loss, softer recoils, cascade overlap and thermal migration affect what the count means.
